# The Symmetric Kubo-Bastin Conductivity as a Fermi-Surface Trace: a program that tests the result

```python
"""
Result under test: for independent electrons the symmetric part of the
Kubo-Bastin dc conductivity equals
    (pi hbar e^2 / Omega) * Int dE (-df/dE) Tr[ v_i A v_j A ],
    A = (i / 2 pi) (Gp - Gm),   Gp, Gm = 1 / (E - H +- i eta).
H: one-particle Hamiltonian, v: velocity operator, f: Fermi function,
Omega: volume, eta: broadening energy (lifetime tau = hbar / (2 eta)).
Lattice tests use hopping energy = hbar = e = cell area = 1.
The example is a free-electron metal with rough copper-like parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import expit

# ---------- two-band lattice model without time-reversal symmetry ----------
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ONE = np.eye(2, dtype=complex)
TILT = 0.4


def hamiltonian(k):
    x, y = k
    return (np.sin(x) * SX + np.sin(y) * SY
            + (-1 + np.cos(x) + np.cos(y)) * SZ + TILT * np.cos(x + y) * ONE)


def velocities(k):
    x, y = k
    common = -TILT * np.sin(x + y) * ONE
    return [np.cos(x) * SX - np.sin(x) * SZ + common,
            np.cos(y) * SY - np.sin(y) * SZ + common]


mesh = 2 * np.pi * np.arange(6) / 6
k_points = [np.array([x + 0.3, y + 0.1]) for x in mesh for y in mesh]


def bastin_and_trace(eta, mu, kT):
    """Energy quadrature of the Bastin formula and of the spectral trace."""
    # The trapezoid error falls as exp(-2 pi eta / step), but the derivative
    # of the sharp peaks multiplies it by a large factor of order 1 / step.
    step = eta / 6
    E = np.arange(-12.0, mu + 40 * kT, step)
    f = expit(-(E - mu) / kT)
    window = f * expit((E - mu) / kT) / kT
    bastin = np.zeros((2, 2), complex)
    surface = np.zeros((2, 2), complex)
    for k in k_points:
        H, v = hamiltonian(k), velocities(k)
        Gp = np.linalg.inv((E + 1j * eta)[:, None, None] * ONE - H)
        Gm = Gp.conj().transpose(0, 2, 1)
        A = 1j * (Gp - Gm) / (2 * np.pi)
        dGp, dGm = -Gp @ Gp, -Gm @ Gm
        vA = [w @ A for w in v]
        vP = [w @ dGp for w in v]
        vM = [w @ dGm for w in v]
        for i in range(2):
            for j in range(2):
                t1 = np.einsum('eab,eba->e', vP[i], vA[j])
                t2 = np.einsum('eab,eba->e', vA[i], vM[j])
                t3 = np.einsum('eab,eba->e', vA[i], vA[j])
                bastin[i, j] += 1j * step * np.sum(f * (t1 - t2))
                surface[i, j] += np.pi * step * np.sum(window * t3)
    assert np.max(abs(bastin.imag)) < 1e-8 * np.max(abs(bastin))
    return bastin.real / len(k_points), surface.real / len(k_points)


def fermi_matrix(k, mu, kT):
    e, U = np.linalg.eigh(hamiltonian(k))
    return (U * expit(-(e - mu) / kT)) @ U.conj().T


def density_matrix_response(rate, mu, kT):
    """Steady state of the driven density-matrix equation, solved directly."""
    sigma = np.zeros((2, 2), complex)
    dk = 2e-5
    for k in k_points:
        H, v = hamiltonian(k), velocities(k)
        liouville = np.kron(H, ONE) - np.kron(ONE, H.T)
        for j in range(2):
            shift = dk * np.eye(2)[j]
            drho = (fermi_matrix(k + shift, mu, kT)
                    - fermi_matrix(k - shift, mu, kT)) / (2 * dk)
            response = np.linalg.solve(1j * rate * np.eye(4) - liouville,
                                       1j * drho.reshape(4)).reshape(2, 2)
            for i in range(2):
                sigma[i, j] -= np.trace(v[i] @ response)
    return sigma.real / len(k_points)


def sym(M):
    return (M + M.T) / 2


def anti(M):
    return (M - M.T) / 2


mu, kT, eta = -1.2, 0.2, 0.01
B1, S1 = bastin_and_trace(eta, mu, kT)
B2, S2 = bastin_and_trace(eta / 2, mu, kT)
for B, S in ((B1, S1), (B2, S2)):
    assert np.max(abs(sym(B) - S)) < 1e-6 * np.max(abs(S))
assert abs(S1[0, 1]) > 1e-3 and abs(anti(B1)[0, 1]) > 1e-3

# The starting formula approaches the driven density matrix as eta -> 0.
D1 = density_matrix_response(2 * eta, mu, kT)
D2 = density_matrix_response(eta, mu, kT)
dev1, dev2 = B1 - D1, B2 - D2
assert np.linalg.norm(dev2) < 0.6 * np.linalg.norm(dev1)
rest = 2 * dev2 - dev1       # removes the part linear in eta
assert np.max(abs(sym(rest))) < 1e-3 * np.max(abs(S2))
assert abs(anti(rest)[0, 1]) < 0.02 * abs(anti(D2)[0, 1])

# In the gap the antisymmetric part survives without a Fermi surface.
Bgap, Sgap = bastin_and_trace(eta, 0.0, 0.03)
assert abs(anti(Bgap)[0, 1]) > 50 * np.max(abs(Sgap))

print("LATTICE MODEL (energies in hoppings, conductivity in e^2/hbar)")
print(f"chemical potential {mu}, kT {kT}, eta {eta}, k points {len(k_points)}")
print(f"Bastin sigma_xx = {B1[0,0]:.6f}, sigma_yy = {B1[1,1]:.6f}")
print(f"Bastin sigma_xy = {B1[0,1]:.6f}, sigma_yx = {B1[1,0]:.6f}")
print(f"spectral trace xx = {S1[0,0]:.6f}, yy = {S1[1,1]:.6f}")
print(f"spectral trace xy = {S1[0,1]:.6f}, yx = {S1[1,0]:.6f}")
print(f"symmetric part of Bastin xy = {sym(B1)[0,1]:.6f}")
print(f"antisymmetric part of Bastin xy = {anti(B1)[0,1]:.6f}")
print(f"largest |symmetric Bastin - trace| = {np.max(abs(sym(B1)-S1)):.1e}")
print(f"density matrix, eta/2: xx = {D2[0,0]:.5f}, xy = {D2[0,1]:.5f}")
print(f"Bastin, eta/2: xx = {B2[0,0]:.5f}, xy = {B2[0,1]:.5f}")
print(f"norm of Bastin - density matrix: eta {np.linalg.norm(dev1):.2e}, "
      f"eta/2 {np.linalg.norm(dev2):.2e}")
print(f"insulator (mu 0, kT 0.03): antisymmetric xy = {anti(Bgap)[0,1]:.5f}")
print(f"insulator: largest trace element = {np.max(abs(Sgap)):.2e}")

# ---------- finite open chain: the trace dies as eta -> 0 ----------
sites = np.arange(12)
H_chain = np.diag(0.8 * np.cos(2.3 * sites**2)) - np.eye(12, k=1) - np.eye(12, k=-1)
X = np.diag(sites)
e_chain, U = np.linalg.eigh(H_chain)
v_chain = U.T @ (1j * (H_chain @ X - X @ H_chain)) @ U


def chain_trace(width):
    step = width / 4
    E = np.arange(-6.0, 6.0, step)
    L = width / np.pi / ((E[:, None] - e_chain)**2 + width**2)
    weight = expit(E / 0.2) * expit(-E / 0.2) / 0.2
    return np.pi * step * np.sum(weight * np.sum((L @ abs(v_chain)**2) * L, axis=1))


chain_ratio = chain_trace(0.002) / chain_trace(0.001)
assert abs(chain_ratio - 2) < 0.02
print(f"open 12-site chain: trace(eta=0.002)/trace(0.001) = {chain_ratio:.4f}")

# ---------- copper-like free-electron metal ----------
hbar, q, m = const.hbar, const.e, const.m_e
density, tau, T = 85e27, 25e-15, 300.0
width = hbar / (2 * tau)
kF = (3 * np.pi**2 * density)**(1 / 3)
EF = (hbar * kF)**2 / (2 * m)
vF = hbar * kF / m
thermal = const.k * T
path = vF * tau


def sigma_at_energy(E, points, gamma):
    """k-space trace with two spectral functions, spin included."""
    kE = np.sqrt(2 * m * E) / hbar
    w = gamma / (hbar**2 * kE / m)
    u = np.linspace(-np.arcsinh(kE / w), np.arcsinh(9 * kE / w), points)
    k = kE + w * np.sinh(u)
    A = gamma / np.pi / ((E - (hbar * k)**2 / (2 * m))**2 + gamma**2)
    integrand = k**2 / np.pi**2 * (hbar * k / m)**2 / 3 * A**2 * w * np.cosh(u)
    return np.pi * hbar * q**2 * trapezoid(integrand, u)


def thermal_sigma(points, energies, gamma=width):
    x = np.linspace(-25, 25, energies)
    values = [sigma_at_energy(EF + thermal * s, points, gamma) for s in x]
    return trapezoid(np.array(values) / (4 * np.cosh(x / 2)**2), x)


sigma = thermal_sigma(4001, 401)
sigma_coarse = thermal_sigma(2001, 201)
drude = density * q**2 * tau / m
excess = sigma / drude - 1
predicted = np.pi**2 / 8 * (thermal / EF)**2 + 3 / 8 * (width / EF)**2
assert abs(sigma_coarse / sigma - 1) < 1e-8
assert abs(excess / predicted - 1) < 0.01
eta_ratio = thermal_sigma(2001, 201, width / 2) / sigma
assert abs(eta_ratio - 2) < 1e-4
rho = 1e8 / sigma            # micro-ohm cm

# ---------- sizes of neglected effects in a narrow line ----------
thickness = grain = 20e-9
s = path / thickness
film = quad(lambda c: 1.5 * (1 - c * c) * (1 - s * c * (1 - np.exp(-1 / (s * c)))),
            0, 1)[0]
rng = np.random.default_rng(7)
number = 1_000_000
c = rng.uniform(-1, 1, number)
phi = rng.uniform(0, 2 * np.pi, number)
to_wall = rng.uniform(0, thickness, number) / np.maximum(abs(c), 1e-12)
flight = np.minimum(rng.exponential(path, number), to_wall)
sampled = np.mean(3 * (1 - c * c) * np.cos(phi)**2 * flight) / path
assert abs(sampled / film - 1) < 0.01      # several sampling errors wide

box = 100e-9
ints = np.arange(-260, 261) * 2 * np.pi / box
modes = np.count_nonzero(ints[:, None]**2 + ints[None, :]**2 < kF**2) / box**2
channels = kF**2 / (4 * np.pi)
assert abs(modes / channels - 1) < 0.01
reflect = 0.3
through = 1 - reflect
for _ in range(4):           # incoherent addition of four more barriers
    through = through * (1 - reflect) / (1 - (1 - through) * reflect)
assert abs((1 / through - 1) - 5 * reflect / (1 - reflect)) < 1e-12
barrier = const.h / (2 * q**2) / channels * reflect / (1 - reflect)
rho_grain = 1e8 * barrier / grain
mass_ratio, T_use = 1.3, 380.0

print("COPPER-LIKE FREE-ELECTRON METAL (rough input values)")
print(f"electron density = {density*1e-27:.0f} nm^-3")
print(f"lifetime tau = {tau*1e15:.0f} fs, temperature = {T:.0f} K")
print(f"broadening eta = {width/q*1e3:.2f} meV")
print(f"Fermi energy = {EF/q:.3f} eV, Fermi wavenumber = {kF*1e-9:.2f} nm^-1")
print(f"Fermi velocity = {vF*1e-6:.3f} nm/fs, mean free path = {path*1e9:.1f} nm")
print(f"kT = {thermal/q*1e3:.2f} meV")
print(f"full width at half maximum of -df/dE = "
      f"{4*np.arccosh(np.sqrt(2))*thermal/q*1e3:.1f} meV")
print(f"conductivity from spectral trace = {sigma*1e-6:.4f} MS/m")
print(f"Drude conductivity = {drude*1e-6:.4f} MS/m")
print(f"resistivity from spectral trace = {rho:.4f} micro-ohm cm")
print(f"relative excess over Drude = {excess*1e6:.2f} ppm")
print(f"predicted relative excess = {predicted*1e6:.2f} ppm")
print(f"relative shift on halving both meshes = {abs(sigma_coarse/sigma-1):.1e}")
print(f"conductivity ratio on halving eta = {eta_ratio:.5f}")
print("NEGLECTED EFFECTS, each taken alone")
print(f"film thickness and grain spacing = {thickness*1e9:.0f} nm")
print(f"film/bulk conductivity, diffuse surfaces = {film:.4f}")
print(f"same ratio from random flights = {sampled:.4f}")
print(f"resistivity with diffuse surfaces = {rho/film:.2f} micro-ohm cm")
print(f"grain-boundary reflection probability = {reflect}")
print(f"channels per area and spin = {channels*1e-18:.2f} nm^-2")
print(f"added grain-boundary resistivity = {rho_grain:.2f} micro-ohm cm")
print(f"resistivity with mass ratio {mass_ratio} = "
      f"{rho*mass_ratio:.2f} micro-ohm cm")
print(f"resistivity at {T_use:.0f} K, rate proportional to T = "
      f"{rho*T_use/T:.2f} micro-ohm cm")
print("OK")
```

Output:

```
LATTICE MODEL (energies in hoppings, conductivity in e^2/hbar)
chemical potential -1.2, kT 0.2, eta 0.01, k points 36
Bastin sigma_xx = 5.465931, sigma_yy = 4.779380
Bastin sigma_xy = 0.212596, sigma_yx = 0.326212
spectral trace xx = 5.465931, yy = 4.779380
spectral trace xy = 0.269404, yx = 0.269404
symmetric part of Bastin xy = 0.269404
antisymmetric part of Bastin xy = -0.056808
largest |symmetric Bastin - trace| = 3.5e-09
density matrix, eta/2: xx = 10.92989, xy = 0.48242
Bastin, eta/2: xx = 10.93006, xy = 0.48228
norm of Bastin - density matrix: eta 6.96e-04, eta/2 3.54e-04
insulator (mu 0, kT 0.03): antisymmetric xy = -0.16219
insulator: largest trace element = 3.36e-05
open 12-site chain: trace(eta=0.002)/trace(0.001) = 1.9997
COPPER-LIKE FREE-ELECTRON METAL (rough input values)
electron density = 85 nm^-3
lifetime tau = 25 fs, temperature = 300 K
broadening eta = 13.16 meV
Fermi energy = 7.049 eV, Fermi wavenumber = 13.60 nm^-1
Fermi velocity = 1.575 nm/fs, mean free path = 39.4 nm
kT = 25.85 meV
full width at half maximum of -df/dE = 91.1 meV
conductivity from spectral trace = 59.8823 MS/m
Drude conductivity = 59.8812 MS/m
resistivity from spectral trace = 1.6699 micro-ohm cm
relative excess over Drude = 17.90 ppm
predicted relative excess = 17.90 ppm
relative shift on halving both meshes = 1.1e-13
conductivity ratio on halving eta = 2.00000
NEGLECTED EFFECTS, each taken alone
film thickness and grain spacing = 20 nm
film/bulk conductivity, diffuse surfaces = 0.5256
same ratio from random flights = 0.5248
resistivity with diffuse surfaces = 3.18 micro-ohm cm
grain-boundary reflection probability = 0.3
channels per area and spin = 14.72 nm^-2
added grain-boundary resistivity = 1.88 micro-ohm cm
resistivity with mass ratio 1.3 = 2.17 micro-ohm cm
resistivity at 380 K, rate proportional to T = 2.12 micro-ohm cm
OK
```
